# Decay of vacuum tunnelling current for a 4 eV barrier: a numerical check

```python
"""
Result under test: for an opaque rectangular vacuum barrier the current of one
normal-incidence channel falls as exp(-2*kappa*d), kappa = sqrt(2*m*phi)/hbar.
For phi = 4 eV one extra angstrom divides it by nearly eight.
Symbols: phi  barrier height above the electron energy
         E    electron energy above the electrode band bottom
         d    gap width;  T  transmission probability
Broad flat electrodes: the total current has an additional factor near 1/d.
"""
import numpy as np
from scipy.constants import hbar, m_e, e, angstrom
from scipy.integrate import solve_ivp, quad


def decay_constant(phi):
    return np.sqrt(2 * m_e * phi) / hbar


def transmission_formula(E, phi, d):
    s = np.sinh(decay_constant(phi) * d)
    return 4 * E * phi / (4 * E * phi + (E + phi) ** 2 * s ** 2)


def transmission_opaque(E, phi, d):
    return 16 * E * phi / (E + phi) ** 2 * np.exp(-2 * decay_constant(phi) * d)


def transmission_numeric(E, phi, d):
    """Integrate the Schroedinger equation from the exit face to the entry face.

    The coordinate is s = x/d; the outgoing wave has unit amplitude.
    Returns the transmission and reflection probabilities.
    """
    potential = E + phi
    kd = np.sqrt(2 * m_e * E) * d / hbar
    strength = 2 * m_e * (potential - E) * d ** 2 / hbar ** 2

    def rhs(s, y):
        return [y[1], strength * y[0]]

    start = np.array([1.0 + 0j, 1j * kd])
    sol = solve_ivp(rhs, (1.0, 0.0), start, method="DOP853",
                    rtol=1e-11, atol=1e-12)
    psi, slope = sol.y[:, -1]
    incident = (psi + slope / (1j * kd)) / 2
    reflected = (psi - slope / (1j * kd)) / 2
    return 1 / abs(incident) ** 2, abs(reflected / incident) ** 2


def planar_sum(E_F, phi, d):
    """Sum over transverse wavevectors q at total energy E_F.

    Common constant factors are omitted because only ratios are used.
    """
    q_max = np.sqrt(2 * m_e * E_F) / hbar

    def integrand(u):
        E_normal = E_F * (1 - u ** 2)
        barrier = phi + E_F * u ** 2
        return u * transmission_formula(E_normal, barrier, d)

    # Scale by the normal-incidence value so that quad sees numbers near one.
    scale = transmission_formula(E_F, phi, d)
    value = quad(lambda u: integrand(u) / scale, 0, 1,
                 epsabs=1e-12, epsrel=1e-10, limit=200)[0]
    return q_max ** 2 * scale * value


phi = 4.0 * e
E_F = 5.0 * e
d1 = 5.0 * angstrom
step = 1.0 * angstrom
d2 = d1 + step
kappa = decay_constant(phi)
ratio_exp = np.exp(2 * kappa * step)

# Closed formula, flux conservation, opaque limit and ratio for several energies
ratios_by_energy = {}
for E_eV in (2.0, 5.0, 10.0):
    values = []
    for d in (d1, d2):
        T, R = transmission_numeric(E_eV * e, phi, d)
        assert abs(T + R - 1) < 1e-8
        assert abs(T / transmission_formula(E_eV * e, phi, d) - 1) < 1e-6
        # neglected terms are of relative size exp(-2*kappa*d), below 1e-4
        assert abs(T / transmission_opaque(E_eV * e, phi, d) - 1) < 2e-4
        values.append(T)
    ratios_by_energy[E_eV] = values[0] / values[1]
    assert abs(ratios_by_energy[E_eV] / ratio_exp - 1) < 2e-4
assert 7.5 < ratios_by_energy[5.0] < 8.0

# Other barrier heights
ratios_by_barrier = {}
for phi_eV in (3.0, 4.0, 5.0):
    r = (transmission_numeric(E_F, phi_eV * e, d1)[0]
         / transmission_numeric(E_F, phi_eV * e, d2)[0])
    predicted = np.exp(2 * decay_constant(phi_eV * e) * step)
    assert abs(r / predicted - 1) < 5e-4
    ratios_by_barrier[phi_eV] = r

# Small gap change, factor of ten, and barrier height recovered from the slope
T1 = transmission_numeric(E_F, phi, d1)[0]
T2 = transmission_numeric(E_F, phi, d2)[0]
small = 0.1 * angstrom
drop_small = 1 - transmission_numeric(E_F, phi, d1 + small)[0] / T1
assert abs(drop_small - (1 - np.exp(-2 * kappa * small))) < 1e-4
decade = np.log(10) / (2 * kappa)
T_decade = transmission_numeric(E_F, phi, d1 + decade)[0]
assert abs(T1 / T_decade / 10 - 1) < 2e-4
slope_channel = np.log(T1 / T2) / step
phi_channel = hbar ** 2 * slope_channel ** 2 / (8 * m_e)
assert abs(phi_channel / phi - 1) < 2e-4

# A very thin gap is not opaque: the exponential law must fail there
thin = 0.5 * angstrom
T_thin1 = transmission_numeric(E_F, phi, thin)[0]
T_thin2 = transmission_numeric(E_F, phi, thin + step)[0]
ratio_thin = T_thin1 / T_thin2
assert ratio_thin < 0.8 * ratio_exp

# Broad flat electrodes: leading correction factor (1 + step/d)
planar = {}
for d_A, tolerance in ((5.0, 0.04), (20.0, 0.003)):
    # tolerances cover the next order of the expansion in 1/(kappa*d)
    d = d_A * angstrom
    r = planar_sum(E_F, phi, d) / planar_sum(E_F, phi, d + step)
    leading = ratio_exp * (1 + step / d)
    assert abs(r / leading - 1) < tolerance
    assert r > ratio_exp * (1 + 0.5 * step / d)
    planar[d_A] = (r, leading)
slope_planar = np.log(planar[5.0][0]) / step
phi_planar = hbar ** 2 * slope_planar ** 2 / (8 * m_e)
assert phi_planar > 1.1 * phi

print(f"electron mass                         {m_e:.5e} kg")
print(f"reduced Planck constant               {hbar:.5e} J s")
print(f"one electronvolt                      {e:.5e} J")
print(f"barrier height phi                    {phi / e:.1f} eV")
print(f"barrier height phi                    {phi:.4e} J")
print(f"electron energy E_F                   {E_F / e:.1f} eV")
print(f"first gap                             {d1:.2e} m")
print(f"second gap                            {d2:.2e} m")
print(f"kappa                                 {kappa:.4e} 1/m")
print(f"current decay constant 2*kappa        {2 * kappa:.4e} 1/m")
print(f"current decay length 1/(2*kappa)      {1 / (2 * kappa):.3e} m")
print(f"exponent for one angstrom             {2 * kappa * step:.4f}")
print(f"exponential ratio for one angstrom    {ratio_exp:.3f}")
print(f"exp(-2*kappa*d) at first gap          {np.exp(-2 * kappa * d1):.3e}")
print(f"opaque prefactor 16*E*phi/(E+phi)^2   "
      f"{16 * E_F * phi / (E_F + phi) ** 2:.3f}")
print(f"numerical T at first gap              {T1:.4e}")
print(f"numerical T at second gap             {T2:.4e}")
for E_eV, r in ratios_by_energy.items():
    print(f"numerical ratio, E = {E_eV:4.1f} eV           {r:.3f}")
for phi_eV, r in ratios_by_barrier.items():
    print(f"numerical ratio, phi = {phi_eV:.1f} eV          {r:.3f}")
print(f"current drop for 0.1 angstrom         {100 * drop_small:.1f} %")
print(f"gap change for a factor of ten        {decade:.3e} m")
print(f"phi from single-channel slope         {phi_channel / e:.3f} eV")
print(f"T at gap 0.5 angstrom                 {T_thin1:.3f}")
print(f"T at gap 1.5 angstrom                 {T_thin2:.3f}")
print(f"ratio, gap 0.5 to 1.5 angstrom        {ratio_thin:.2f}")
for d_A, (r, leading) in planar.items():
    print(f"flat electrodes, from {d_A:4.1f} angstrom: ratio {r:.2f}, "
          f"leading estimate {leading:.2f}")
print(f"phi from uncorrected flat slope       {phi_planar / e:.2f} eV")
print("verified")
```

Running it gives:

```
electron mass                         9.10938e-31 kg
reduced Planck constant               1.05457e-34 J s
one electronvolt                      1.60218e-19 J
barrier height phi                    4.0 eV
barrier height phi                    6.4087e-19 J
electron energy E_F                   5.0 eV
first gap                             5.00e-10 m
second gap                            6.00e-10 m
kappa                                 1.0246e+10 1/m
current decay constant 2*kappa        2.0493e+10 1/m
current decay length 1/(2*kappa)      4.880e-11 m
exponent for one angstrom             2.0493
exponential ratio for one angstrom    7.762
exp(-2*kappa*d) at first gap          3.549e-05
opaque prefactor 16*E*phi/(E+phi)^2   3.951
numerical T at first gap              1.4019e-04
numerical T at second gap             1.8061e-05
numerical ratio, E =  2.0 eV           7.762
numerical ratio, E =  5.0 eV           7.762
numerical ratio, E = 10.0 eV           7.762
numerical ratio, phi = 3.0 eV          5.897
numerical ratio, phi = 4.0 eV          7.762
numerical ratio, phi = 5.0 eV          9.886
current drop for 0.1 angstrom         18.5 %
gap change for a factor of ten        1.124e-10 m
phi from single-channel slope         4.000 eV
T at gap 0.5 angstrom                 0.775
T at gap 1.5 angstrom                 0.167
ratio, gap 0.5 to 1.5 angstrom        4.64
flat electrodes, from  5.0 angstrom: ratio 9.26, leading estimate 9.31
flat electrodes, from 20.0 angstrom: ratio 8.16, leading estimate 8.15
phi from uncorrected flat slope       4.72 eV
verified
```
